\section*{Unrelaxed CCSD One-Particle Density: Its Blocks and Its Trace}

\section{What symmetry allows}

Let $|0\rangle$ be a determinant of $N$ electrons in fixed, orthonormal, real spin orbitals. The labels $i,j,k,l$ denote occupied orbitals, $a,b,c,d$ virtual orbitals, and $p,q$ any orbitals. An orbital label also stands for its annihilation operator, so $a^\dagger i$ moves an electron from $i$ to $a$. Repeated indices are summed, unless a sum is written out. The cluster operator $T=T_1+T_2$ and the de-excitation operator $\Lambda=\Lambda_1+\Lambda_2$ are
\begin{align}
T&=t_i^a\,a^\dagger i+\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j i, \label{T}\\
\Lambda&=\lambda^i_a\,i^\dagger a+\tfrac14\lambda^{ij}_{ab}\,i^\dagger a\,j^\dagger b. \label{L}
\end{align}
The double amplitudes are real and change sign when two upper or two lower indices are exchanged. The density to be found is
\begin{equation}
\gamma_{pq}=\langle0|(1+\Lambda)e^{-T}p^\dagger q\,e^{T}|0\rangle. \label{def}
\end{equation}

Count the electrons in virtual orbitals with $M=\sum_a a^\dagger a$. The operator $T_n$ raises $M$ by $n$, $\Lambda_n$ lowers it by $n$, and $|0\rangle$ has $M=0$. A product contributes to (\ref{def}) only if its total change of $M$ is zero. Since $\Lambda$ enters at most once, the possible products are:
\begin{itemize}
\item for $\gamma_{ij}$ and $\gamma_{ab}$ (no change of $M$): a constant, $\lambda_1t_1$, $\lambda_2t_2$, $\lambda_2t_1^2$;
\item for $\gamma_{ai}$ ($M$ raised by one): $\lambda_1$, $\lambda_2t_1$;
\item for $\gamma_{ia}$ ($M$ lowered by one): $t_1$, $\lambda_1t_2$, $\lambda_1t_1^2$, $\lambda_2t_1t_2$, $\lambda_2t_1^3$.
\end{itemize}
The coefficients, the index patterns and the fate of $\lambda_2t_1^2$, $\lambda_2t_1$ and $\lambda_2t_1^3$ have to come from the algebra.

\section{One electron in two orbitals}

Let orbital 1 be occupied and orbital 2 virtual, with one amplitude $t$ and one multiplier $\lambda$. Then $e^T|0\rangle=|1\rangle+t|2\rangle$, and
\begin{equation}
\langle0|(1+\Lambda)e^{-T}=(\langle1|+\lambda\langle2|)(1-t\,|2\rangle\langle1|)
=(1-\lambda t)\langle1|+\lambda\langle2|.
\end{equation}
For one electron $p^\dagger q=|p\rangle\langle q|$, so $\gamma_{pq}$ is the bra coefficient of $p$ times the ket coefficient of $q$:
\begin{equation}
\gamma_{11}=1-\lambda t,\quad \gamma_{22}=\lambda t,\quad
\gamma_{21}=\lambda,\quad \gamma_{12}=t-\lambda t^2. \label{toy}
\end{equation}
The trace is 1 for any $t$ and $\lambda$. The matrix is not symmetric in general, because the bra is not the adjoint of the ket.

To see what solving the equations adds, take a real symmetric Hamiltonian $h$ with $h_{12}\neq0$. The function to be made stationary is
\begin{equation}
L=(1-\lambda t)(h_{11}+h_{12}t)+\lambda(h_{12}+h_{22}t).
\end{equation}
Its derivatives with respect to $\lambda$ and $t$ vanish when
\begin{align}
h_{12}(1-t^2)+t(h_{22}-h_{11})&=0,\\
h_{12}+\lambda(h_{22}-h_{11}-2h_{12}t)&=0.
\end{align}
The first gives $h_{22}-h_{11}=-h_{12}(1-t^2)/t$. Inserted in the second, it gives $1=\lambda(1+t^2)/t$, or $\lambda=t/(1+t^2)$. Then $\gamma_{12}=t(1-\lambda t)=t/(1+t^2)=\gamma_{21}$, and $\gamma$ is the density of the normalized eigenvector. Here the ansatz is complete, and the solved density is symmetric. Truncation removes this guarantee.

\section{Many electrons: why this density}

For a Hamiltonian $H$ the CCSD Lagrangian is
\begin{equation}
L=\langle0|(1+\Lambda)e^{-T}He^{T}|0\rangle. \label{lag}
\end{equation}
Let $\tau_\mu$ be a single or double excitation operator and $\langle\mu|=\langle0|\tau_\mu^\dagger$. Stationarity in $\lambda_\mu$ gives the amplitude equations $\langle\mu|e^{-T}He^T|0\rangle=0$, and then $L$ equals the CCSD energy $E$. Because all $\tau_\mu$ commute with $T$, stationarity in $t_\mu$ reads
\begin{equation}
\langle0|(1+\Lambda)[e^{-T}He^T,\tau_\mu]|0\rangle=0. \label{lameq}
\end{equation}
Now replace $H$ by $H+\varepsilon\,v_{pq}\,p^\dagger q$ and keep the orbitals fixed. By the chain rule,
\begin{equation}
\frac{dE}{d\varepsilon}=\frac{\partial L}{\partial\varepsilon}
+\frac{\partial L}{\partial t_\mu}\frac{dt_\mu}{d\varepsilon}
+\frac{\partial L}{\partial\lambda_\mu}\frac{d\lambda_\mu}{d\varepsilon}
=v_{pq}\gamma_{pq}. \label{deriv}
\end{equation}
The last two terms vanish by stationarity. This requires amplitudes that are differentiable in $\varepsilon$, which is ensured if the Jacobian of the amplitude equations is not singular. ``Unrelaxed'' means that the orbitals do not follow the perturbation. If they did, $L$ would also depend on $\varepsilon$ through them, and since $L$ has not been made stationary in the orbitals, a further term would in general appear. It vanishes when singles and doubles span all excitations, as for two electrons, because $E$ is then the full CI energy and does not depend on the choice of orbitals within the basis. For real symmetric $v$, only $\tfrac12(\gamma+\gamma^{\mathsf T})$ enters (\ref{deriv}).

\section{Transforming one operator at a time}

Write $\bar A=e^{-T}Ae^T=A+[A,T]+\tfrac12[[A,T],T]+\dots$. Then $\overline{p^\dagger q}=\bar p^\dagger\bar q$, where $\bar p^\dagger$ means the transform of $p^\dagger$, and four elementary operators suffice. $T$ is built from virtual creators and occupied annihilators. These all anticommute with one another, and $T$ has an even number of them in each term, so
\begin{equation}
\bar a^\dagger=a^\dagger,\qquad \bar i=i. \label{same}
\end{equation}

For an occupied creator, the singles commutator is
\begin{equation}
[i^\dagger,a^\dagger k]=-a^\dagger i^\dagger k-a^\dagger k\,i^\dagger=-\delta_{ik}a^\dagger .
\end{equation}
In the doubles commutator $i^\dagger$ passes $a^\dagger b^\dagger$ without a sign. Moving it through the annihilators gives
\begin{equation}
i^\dagger lk=\delta_{il}k-l\,i^\dagger k=\delta_{il}k-\delta_{ik}l+lk\,i^\dagger. \label{move}
\end{equation}
Therefore
\begin{align}
\tfrac14t_{kl}^{ab}[i^\dagger,a^\dagger b^\dagger lk]
&=\tfrac14t_{ki}^{ab}a^\dagger b^\dagger k-\tfrac14t_{il}^{ab}a^\dagger b^\dagger l\nonumber\\
&=-\tfrac12t_{ik}^{ab}a^\dagger b^\dagger k,
\end{align}
where $t_{ki}^{ab}=-t_{ik}^{ab}$ made the two terms equal.

For a virtual annihilator, $[a,c^\dagger i]=ac^\dagger i+c^\dagger a\,i=\delta_{ac}i$, and
\begin{align}
\tfrac14t_{ij}^{cd}[a,c^\dagger d^\dagger ji]
&=\tfrac14t_{ij}^{cd}(\delta_{ac}d^\dagger-\delta_{ad}c^\dagger)ji\nonumber\\
&=\tfrac12t_{ij}^{ab}b^\dagger ji .
\end{align}
Both first commutators contain only virtual creators and occupied annihilators, so they commute with $T$ and the series stop:
\begin{align}
\bar i^\dagger&=i^\dagger-t_i^a a^\dagger-\tfrac12t_{ik}^{ab}a^\dagger b^\dagger k, \label{ibar}\\
\bar a&=a+t_i^a i+\tfrac12t_{ij}^{ab}b^\dagger ji. \label{abar}
\end{align}

A similarity transformation preserves anticommutators, so $\{\bar i^\dagger,\bar a\}$ must vanish. The singles give $-t_i^b\{b^\dagger,a\}+t_j^a\{i^\dagger,j\}=-t_i^a+t_i^a=0$. For the doubles,
\begin{align}
-\tfrac12t_{ik}^{bc}\{b^\dagger c^\dagger k,a\}
&=-\tfrac12t_{ik}^{bc}(\delta_{ab}c^\dagger k-\delta_{ac}b^\dagger k)
=-t_{ik}^{ac}c^\dagger k,\\
\tfrac12t_{jl}^{ad}\{i^\dagger,d^\dagger lj\}
&=\tfrac12t_{jl}^{ad}(\delta_{ij}d^\dagger l-\delta_{il}d^\dagger j)
=t_{il}^{ad}d^\dagger l,
\end{align}
which cancel after renaming. Products of two amplitudes pair operators that anticommute anyway. The relative signs in (\ref{ibar}) and (\ref{abar}) are thus consistent.

\section{The four blocks}

Two overlaps are needed. The first is $\langle0|\Lambda\,a^\dagger i|0\rangle=\lambda^i_a$. For the second, $a^\dagger i\,b^\dagger j=-a^\dagger b^\dagger ij=a^\dagger b^\dagger ji$. The overlap of $\langle0|k^\dagger c\,l^\dagger d$ with this double excitation is $(\delta_{ki}\delta_{lj}-\delta_{kj}\delta_{li})(\delta_{ca}\delta_{db}-\delta_{cb}\delta_{da})$. Contracted with $\tfrac14\lambda^{kl}_{cd}$, it gives four equal terms, so
\begin{equation}
\langle0|\Lambda\,a^\dagger b^\dagger ji|0\rangle=\lambda^{ij}_{ab}. \label{ov2}
\end{equation}
Counting $M$ shows that $\Lambda$ has no overlap with $|0\rangle$ or with triple excitations.

\paragraph{Virtual--occupied.} By (\ref{same}), $a^\dagger i$ is unchanged, hence
\begin{equation}
\gamma_{ai}=\lambda^i_a. \label{vo}
\end{equation}
The product $\lambda_2t_1$ allowed by symmetry is absent because $a^\dagger i$ commutes with $T$.

\paragraph{Virtual.} Since $b|0\rangle=0$, (\ref{abar}) gives
\begin{equation}
a^\dagger\bar b|0\rangle=t_i^b a^\dagger i|0\rangle+\tfrac12t_{ij}^{bc}a^\dagger c^\dagger ji|0\rangle .
\end{equation}
The overlaps yield
\begin{equation}
\gamma_{ab}=\lambda^i_at_i^b+\tfrac12\lambda^{ij}_{ac}t_{ij}^{bc}. \label{vv}
\end{equation}

\paragraph{Occupied.} With $i^\dagger j|0\rangle=\delta_{ij}|0\rangle$, (\ref{ibar}) gives
\begin{equation}
\bar i^\dagger j|0\rangle=\delta_{ij}|0\rangle-t_i^aa^\dagger j|0\rangle-\tfrac12t_{ik}^{ab}a^\dagger b^\dagger kj|0\rangle .
\end{equation}
By (\ref{ov2}) the last state overlaps with $\lambda^{jk}_{ab}$, so
\begin{equation}
\gamma_{ij}=\delta_{ij}-\lambda^j_at_i^a-\tfrac12\lambda^{jk}_{ab}t_{ik}^{ab}. \label{oo}
\end{equation}
In both diagonal blocks only one factor is changed by the transformation, and it is linear in $T$. This excludes $\lambda_2t_1^2$.

The factors of one half can be tested on two electrons, two virtual spin orbitals and a single double excitation $|D\rangle$ with amplitudes $t$ and $\lambda$. The ket is $|0\rangle+t|D\rangle$ and the bra is $(1-\lambda t)\langle0|+\lambda\langle D|$. Each occupied orbital has population $1-\lambda t$ and each virtual one $\lambda t$. In (\ref{oo}) the two orderings of $a,b$ cancel the one half, and in (\ref{vv}) the two orderings of $i,j$ do so, with the same result.

\paragraph{Occupied--virtual.} Both factors now change. Start from
\begin{equation}
\bar a|0\rangle=t_j^aj|0\rangle+\tfrac12t_{jl}^{ad}d^\dagger lj|0\rangle
\end{equation}
and apply the three parts of $\bar i^\dagger$ in turn. For the first part, (\ref{move}) and $i^\dagger|0\rangle=0$ give $i^\dagger d^\dagger lj|0\rangle=-d^\dagger i^\dagger lj|0\rangle=(\delta_{ij}d^\dagger l-\delta_{il}d^\dagger j)|0\rangle$, so
\begin{equation}
i^\dagger\bar a|0\rangle=t_i^a|0\rangle+t_{il}^{ad}d^\dagger l|0\rangle .
\end{equation}
The second part gives
\begin{equation}
-t_i^bb^\dagger\bar a|0\rangle=-t_i^bt_j^ab^\dagger j|0\rangle-\tfrac12t_i^bt_{jl}^{ad}b^\dagger d^\dagger lj|0\rangle .
\end{equation}
The third gives
\begin{equation}
-\tfrac12t_{ik}^{bc}b^\dagger c^\dagger k\,\bar a|0\rangle
=-\tfrac12t_{ik}^{bc}t_j^ab^\dagger c^\dagger kj|0\rangle+(\text{triples}).
\end{equation}
The triples, quadratic in $T_2$, have no overlap with $\Lambda$; they would count if $\Lambda$ contained a triples part. Taking overlaps and renaming summed indices,
\begin{align}
\gamma_{ia}={}&t_i^a+\lambda^k_ct_{ik}^{ac}-\lambda^k_ct_i^ct_k^a\nonumber\\
&-\tfrac12\lambda^{kl}_{cd}\left(t_i^ct_{kl}^{ad}+t_k^at_{il}^{cd}\right). \label{ov}
\end{align}
At most two factors of $T$ can occur, which excludes $\lambda_2t_1^3$. For one electron the doubles vanish and (\ref{ov}) returns $t-\lambda t^2$, as in (\ref{toy}). If all singles amplitudes and multipliers vanish, so do both mixed blocks.

\section{The trace}

Set $j=i$ in (\ref{oo}), $b=a$ in (\ref{vv}), and sum:
\begin{align}
\sum_i\gamma_{ii}&=N-X,\qquad \sum_a\gamma_{aa}=X, \label{split}\\
X&=\lambda^i_at_i^a+\tfrac12\lambda^{ij}_{ab}t_{ij}^{ab}.
\end{align}
The doubles sums in the two blocks are the same sum with renamed indices. Hence
\begin{equation}
\operatorname{Tr}\gamma=N.
\end{equation}
The weight one half has a simple reading: each distinct double excitation occurs four times in the sum, so it contributes $2\lambda t$, and it moves two electrons.

A second proof does not use the blocks. The number operator $\hat N=\sum_pp^\dagger p$ commutes with $T$, so
\begin{equation}
\operatorname{Tr}\gamma=\langle0|(1+\Lambda)\hat N|0\rangle=N\langle0|(1+\Lambda)|0\rangle=N .
\end{equation}
Neither proof uses the amplitude equations. The trace is $N$ for arbitrary $T$ and $\Lambda$, even for $\Lambda=0$. A correct trace therefore says nothing about whether the equations have been solved; the derivative (\ref{deriv}) does depend on that.

The trace also matters for dipole moments. With nuclear charges $Z_A$ at $z_A$, $\mu_z=\sum_AZ_Az_A-\langle z\rangle$ in atomic units. Moving the origin by $s$ changes it by $-s(\sum_AZ_A-\operatorname{Tr}\gamma)$, which is zero for a neutral molecule.

\section{Lithium hydride in a minimal basis}

Take LiH with Li at the origin and H at $z=3.0$ bohr, in the STO-3G basis, with restricted Hartree--Fock orbitals and all four electrons correlated. There are 12 spin orbitals and 495 determinants, few enough to evaluate (\ref{def}) directly with matrices. The numerical check compares that evaluation with the block formulas for random and for solved amplitudes; the largest difference is below $10^{-15}$.

The singles contribute $0.00287$ to $X$ and the doubles $0.04488$, so
\begin{equation}
X=0.00287+0.04488=0.04775 .
\end{equation}
The occupied trace is $4-0.04775=3.95225$. Summed over spin, the two occupied orbitals hold $1.99991$ and $1.95233$ electrons, so nearly all of the loss comes from the second one.

For $i$ the second occupied and $a$ the lowest virtual orbital, both with spin up, the five terms of (\ref{ov}), in units of $10^{-5}$ and in the order written, add up to
\begin{equation}
3869.8-99.6-5.6-15.0-86.7=3662.9,
\end{equation}
against an unrounded sum of $3663.0$. The transposed element is $\gamma_{ai}=3660.2$ in the same units. The asymmetry is real but small here. The common sign of the two elements depends on the arbitrary phases of the orbitals.

The electronic position sum, from the occupied, virtual, $\gamma_{ia}$ and $\gamma_{ai}$ blocks in that order, is
\begin{equation}
\langle z\rangle=4.79318+0.07246-0.02373-0.02363=4.81828
\end{equation}
in bohr; the unrounded sum is $4.81829$. Solving CCSD again in weak fields with fixed orbitals and differentiating the energy reproduces it to $3\times10^{-7}$ bohr. The nuclear part is $3.0\times1=3$, so $\mu_z=3-4.81829=-1.81829\,e\,$bohr, or $-4.622$ debye. The negative sign means that the centroid of the electrons, at $4.81829/4=1.20$ bohr, lies on the hydrogen side of the centroid of the nuclear charge, at $3/4=0.75$ bohr; the sign alone does not say how much charge belongs to each atom.

Dipole moments in the same basis, in $e\,$bohr, are:

\begin{center}
\begin{tabular}{lr}
Hartree--Fock & $-1.91037$\\
CCSD with $\Lambda=0$ & $-1.88242$\\
CCSD, unrelaxed & $-1.81829$\\
CCSD, relaxed & $-1.81836$\\
Full CI & $-1.81815$
\end{tabular}
\end{center}

With $\Lambda=0$ the trace is still 4, yet the dipole recovers only $0.02795$ of the $0.09208$ change from Hartree--Fock to unrelaxed CCSD. This is the blind spot of the trace seen in numbers.

The relaxed value comes from energies in which the Hartree--Fock orbitals also respond to the field. It differs from the unrelaxed one by $8\times10^{-5}\,e\,$bohr. In this case the unrelaxed value lies slightly closer to full CI, with a deviation of $1.3\times10^{-4}$ against $2.1\times10^{-4}$. One molecule at one geometry does not support a general ranking. Full CI is the reference within STO-3G only; none of these numbers is compared here with larger bases or with the measured dipole.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Li-H distance: 3.0 bohr
electrons, spin orbitals, determinants: 4, 12, 495
single and double amplitudes: 32, 168
RHF energy: -7.86224631 hartree
CCSD energy: -7.88249393 hartree
full CI energy: -7.88250433 hartree
transformed operators, largest error: 1.1e-16
random amplitudes, largest density error: 3.3e-16
random amplitudes, trace: 4.0000000000
solved amplitudes, largest density error: 1.1e-16
largest difference from separate CCSD code: 3.4e-10
X from singles: 0.00287270 electrons
X from doubles: 0.04487986 electrons
occupied trace: 3.95224744 electrons
virtual trace: 0.04775256 electrons
total trace: 4.00000000 electrons
trace with Lambda = 0: 4.00000000 electrons
population of spatial orbital 1: 1.999914
population of spatial orbital 2: 1.952334
population of spatial orbital 3: 0.012194
population of spatial orbital 4: 0.001525
population of spatial orbital 5: 0.001525
population of spatial orbital 6: 0.032508
element i = orbital 2 alpha, a = orbital 3 alpha:
  term t1: 0.03869796
  term l1 t2: -0.00099575
  term -l1 t1 t1: -0.00005557
  term -1/2 l2 t1 t2 (t1 on i): -0.00014951
  term -1/2 l2 t1 t2 (t1 on a): -0.00086677
  gamma_ia: 0.03663036
  gamma_ai: 0.03660200
<z> from occupied block: 4.7931785 bohr
<z> from virtual block: 0.0724599 bohr
<z> from gamma_ia block: -0.0237264 bohr
<z> from gamma_ai block: -0.0236253 bohr
<z> total, unrelaxed CCSD: 4.8182867 bohr
field step: 0.0010 a.u.
<z> by fixed-orbital energy derivative: 4.8182870 bohr
random perturbation, density: 0.15246267 hartree
random perturbation, energy derivative: 0.15246267 hartree
nuclear part of dipole: 3.0000 e bohr
dipole, RHF: -1.910368 e bohr
dipole, CCSD with Lambda = 0: -1.882417 e bohr
dipole, unrelaxed CCSD: -1.818287 e bohr
dipole, unrelaxed CCSD: -4.6216 debye
same dipole, origin moved 5.0 bohr: -1.818287 e bohr
dipole, relaxed CCSD: -1.818362 e bohr
relaxed minus unrelaxed dipole: -7.58e-05 e bohr
dipole, full CI: -1.818154 e bohr
\end{verbatim}
